Thermal enhancement of Fowler-Nordheim tunnelling and its failure near x = π

**1. The form of the answer**

Electrons tunnel from a metal gate into an oxide through a barrier of height φ above the Fermi energy, in a field F. The tunnelling exponent G is 2/ħ times the integral of √(2m × energy deficit) over distance. In a uniform field distance is energy divided by qF, so G must be a pure number times √(2m) φ^(3/2)/(ħqF). Its derivative with respect to energy is an inverse energy, 1/d, with d proportional to ħqF/√(mφ).

If G is replaced by its tangent at the Fermi energy, the current contains two energy scales besides the constant exponent: kT, which sets how fast the occupation falls, and d, which sets how fast the transmission rises. Hence J(T)/J(0) can depend on temperature and field through

p = kT/d  (1)

alone. Something must go wrong at p = 1, where the rise of the transmission cancels the fall of the occupation. It remains to find the function, and to find what the true exponent does where the tangent fails.

**2. The current as one integral**

Energies are measured from the Fermi energy, and J denotes the magnitude of the current density. The metal fills z < 0. The oxide conduction edge lies at φ − qFz for z > 0. The oxide mass m is isotropic, the wavevector k parallel to the interface is conserved, and the image force is left out. For an electron of total energy E the decay constant κ in the oxide obeys

κ² = 2m(φ − qFz − E)/ħ² + k² = 2m(φ − qFz − ε)/ħ²,  ε = E − ħ²k²/2m.  (2)

The transmission is taken as exp(−G) with G = 2∫κ dz, without a prefactor. It depends on E and k through ε, the normal energy in the oxide.

The current sums velocity times occupation times transmission over the metal states, with a factor 2 for spin. At fixed k, v_z dk_z = dE/ħ in any band. If the metal has one forward-moving state at each E and k that matters, then

J = [2q/((2π)³ħ)] ∫d²k ∫dE f(E) exp(−G(ε)).  (3)

Put w = ħ²k²/2m, so that d²k = 2πk dk = (2πm/ħ²) dw, and at fixed w replace dE by dε. The constant becomes qm/(2π²ħ³) = 4πqm/h³. The integral over w is elementary, because −kT ln(1 + e^(−(ε+w)/kT)) has the Fermi function as its derivative:

∫₀^∞ dw f(ε + w) = kT ln(1 + e^(−ε/kT)).  (4)

Thus

J = (4πqm/h³) kT ∫dε exp(−G(ε)) ln(1 + e^(−ε/kT)).  (5)

The lower limit is set to −∞, which is allowed when the occupied metal band is much deeper than d. Return current from the far electrode is neglected. The oxide mass appears in (5) because the transverse motion changes the barrier through (2). If the transmission is instead assumed to depend on E − ħ²k²/2m_s, with m_s the metal mass, the same steps give m_s in place of m in the prefactor. The ratio J(T)/J(0) is the same in both cases.

**3. The exponent and its tangent**

With Δ = φ − ε − qFz and dz = −dΔ/(qF), for ε < φ,

G = [2√(2m)/(ħqF)] ∫₀^(φ−ε) √Δ dΔ = [4√(2m)/(3ħqF)] (φ − ε)^(3/2).  (6)

For ε > φ there is no barrier and G = 0. The slope at the Fermi energy is

−dG/dε = 2√(2mφ)/(ħqF) ≡ 1/d,  so d = ħqF/(2√(2mφ)).  (7)

Define N = φ/d and u = ε/d. The constant in (6) equals 2/(3d√φ), so G = (2N/3)(1 − u/N)^(3/2). The binomial series gives

G = 2N/3 − u + u²/(4N) + u³/(24N²) + u⁴/(64N³) + …  (8)

Keep the linear term. Since kT dε = p d² du,

J_lin = (4πqm/h³) d² e^(−2N/3) p ∫e^u ln(1 + e^(−u/p)) du,  (9)

with u running from −∞ to ∞. Integrate by parts. At u → −∞ the boundary term vanishes as |u|e^u. At u → +∞ it behaves as e^(u−u/p), which vanishes if p < 1. The derivative of the logarithm is −(1/p)/(1 + e^(u/p)), so with u = pv

∫e^u ln(1 + e^(−u/p)) du = ∫e^(pv)/(1 + e^v) dv ≡ K.  (10)

To find K, integrate the same function around the rectangle with sides on Im v = 0 and Im v = 2π. The vertical sides vanish at infinity for 0 < p < 1. The upper side contributes −e^(2πip)K. The enclosed pole at v = iπ has residue e^(iπp)/e^(iπ) = −e^(iπp). Hence K(1 − e^(2πip)) = −2πi e^(iπp), and division by e^(iπp) gives

K = π/sin(πp).  (11)

The prefactor follows from d² = ħ²q²F²/(8mφ):

(4πqm/h³) d² = q³F²/(8πhφ).  (12)

The linearized result is therefore

J_lin = J_FN x/sin x,  x = πp = πkT/d,  0 < x < π,  (13)

J_FN = [q³F²/(8πhφ)] e^(−2N/3).  (14)

As T → 0 the factor tends to 1. At low temperature it is 1 + x²/6, a correction quadratic in T.

**4. Why the linearized integral diverges**

For u well above p the logarithm is close to e^(−u/p), and the integrand of (9) falls as exp[−u(1/p − 1)]. In energy, this tail has width

w_tail = kT d/(d − kT).  (15)

It grows without bound as kT → d. At p = 1 the integral up to a cutoff U is found by parts:

∫_(−∞)^U e^u ln(1 + e^(−u)) du = e^U ln(1 + e^(−U)) + ln(1 + e^U) → U + 1  (16)

for large U. Each further interval of energy contributes equally. For p > 1 the integral diverges, and the number returned by x/sin x, which is negative just beyond π, is not its value.

The tangent has been used far from the point of tangency. The true G is convex in ε, so it lies on or above its tangent, and the full WKB current is smaller than J_lin for every p < 1.

**5. Where the expansion fails**

Let S = J/J_FN be computed with the full exponent. Keeping the quadratic term of (8) to first order gives, at fixed p < 1,

S = (x/sin x)[1 − B/(4N) + O(1/N²)],  B = ⟨u²⟩,  (17)

where the average uses the linearized integrand as weight. To obtain B, insert a parameter β:

I(β) = p∫e^(βu) ln(1 + e^(−u/p)) du = πp/[β sin(πpβ)].  (18)

This follows from (11) after the substitution βu → u, which replaces p by pβ in the logarithm and supplies the factor 1/β. Two derivatives with respect to β bring down u². With d ln I/dβ = −1/β − x cot(xβ) and d² ln I/dβ² = 1/β² + x²/sin²(xβ), the identity I″/I = (ln I)′² + (ln I)″ at β = 1 gives

B = (1 + x cot x)² + 1 + x²/sin²x.  (19)

At x = 0, B = 4 + 1 + 1 = 6, so the cold current is J_FN(1 − 3/(2N)) to this order. The ratio of hot to cold current is then

J(T)/J(0) = (x/sin x)[1 − (B − 6)/(4N) + …].  (20)

At x = π/2, B = 2 + π²/4 ≈ 4.5, which is less than 6. The ratio then lies slightly above x/sin x, although the current itself lies below J_lin.

Near the pole sin x ≈ π(1 − p), so x/sin x ≈ 1/(1 − p) and x cot x ≈ −1/(1 − p). Hence B ≈ 2/(1 − p)². The correction B/(4N) reaches one when

1 − p ≈ 1/√(2N) = √(d/(2φ)).  (21)

This sets the scale of 1 − p at which the expansion fails: before x = π, and earlier for a smaller φ/d.

**6. The finite current at x = π**

At p = 1 write e^u ln(1 + e^(−u)) as a unit step at u = 0 plus a remainder r(u). By (16) the integral of r is 1. Since r decays exponentially on both sides, the curvature of G changes its contribution by O(1/N). The step gives the tail integral, in which u = √N y:

√N ∫₀^∞ dy e^(−y²/4) [1 − y³/(24√N) + (y⁶/1152 − y⁴/64)/N + …].  (22)

The integrals of e^(−y²/4) times 1, y³, y⁴ and y⁶ are √π, 8, 12√π and 120√π. The barrier top lies at u = N, where the integrand is of order e^(−N/3), so extending the range to infinity costs an exponentially small error. Adding the 1 from r,

S(x = π) = √(πN) + 2/3 − √π/(12√N) + O(1/N).  (23)

The current is finite. The factor e^(−u²/4N) limits the contributing energies to about √(2φd) above the Fermi energy.

A formula that passes smoothly through this region keeps the quadratic term in the tail alone. For u > 0 the linearized tail p e^(−au), with a = (1 − p)/p, integrates to p²/(1 − p). Completing the square, u²/(4N) + au = (u + 2Na)²/(4N) − Na², gives its replacement:

S ≈ x/sin x − p²/(1 − p) + p√(πN) e^(Na²) erfc(a√N).  (24)

As p → 1 the first two terms together tend to 1, and (24) gives √(πN) + 1. The cubic term of G, absent here, accounts for the difference from 2/3 in (23). Beyond the pole (24) soon becomes too large: for N = 55, by 5% at p = 1.05 and by 19% at p = 1.19.

**7. Beyond x = π**

For p > 1 the most probable energy moves away from the Fermi level. With s = ε/φ, and the logarithm replaced by e^(−ε/kT), the log of the integrand of (5) is

W(s) = −(2N/3)(1 − s)^(3/2) − Ns/p.  (25)

Setting W′ = N√(1 − s) − N/p to zero gives

ε* = φ(1 − 1/p²).  (26)

There W″ = −Np/2 and W = −N/p + N/(3p³). A Gaussian integral over du = N ds, with the factor p of (9), yields

S ≈ √(4πpN) exp[N(2/3 − 1/p + 1/(3p³))].  (27)

The Gaussian step is justified when the peak lies several widths √(2/(Np)), in units of φ, from both the Fermi energy and the barrier top. For N = 55, (27) is about 20% too large at p = 1.1, where the peak is close to the Fermi energy, and within about 2% from p = 1.3 to p = 3. As the peak approaches the barrier top it becomes too small, by 4% at p = 4 and about 12% at p = 5. Multiplied by e^(−2N/3), the exponential is exp[−φ/kT + (ħqF)²/(24m(kT)³)]: thermal activation over φ, helped by tunnelling through the upper part of the barrier. In this model x = π thus marks a gradual crossover from field emission near the Fermi level to thermal-field emission at ε*.

**8. A tungsten gate on silicon dioxide**

Take rough typical values: φ = 3.6 eV, m = 0.4 electron masses, an oxide 10 nm thick and F = 8 MV/cm. The oxide drops 8 V. An electron at the Fermi energy leaves the barrier after φ/(qF) = 4.5 nm, inside the film, so the barrier is triangular as assumed. Equation (7) gives d = 65.1 meV. Then

N = 3600/65.06 = 55.3,  2N/3 = 36.9,  T(x = π) = d/k = 755 K.  (28)

Equation (14) gives J_FN = 2.62×10⁻⁹ A/cm². At 400 K, p = 400/755 = 0.530, x = 1.664 and x/sin x = 1.672. The correction B/(4N) is 0.020, so (17) gives S = 1.672 × 0.980 = 1.64 and J = 4.3×10⁻⁹ A/cm². Numerical quadrature of (5) with the full exponent gives the S and J(T)/J(0) columns below.

T (K) | x/sin x | S | S from (24) | J(T)/J(0)
300 | 1.316 | 1.289 | 1.315 | 1.323
400 | 1.672 | 1.639 | 1.665 | 1.682
500 | 2.383 | 2.316 | 2.342 | 2.377
600 | 4.152 | 3.811 | 3.842 | 3.911
700 | 12.83 | 7.96 | 8.06 | 8.17

The rows at 300 and 400 K show the slight excess of J(T)/J(0) over x/sin x expected from (20). The overshoot of x/sin x relative to J(T)/J(0) reaches 10% at about 624 K. Criterion (21) gives 1 − p = 0.095, or 683 K, where the overshoot is 37%. The criterion uses only the leading form of B near the pole and does not measure the error itself. At 683 K the actual B/(4N) is 0.73, and the next correction, of order 1/N², is already larger, about 1.7; the two are equal in size near 650 K. At 700 K, B/(4N) = 1.35, and the first-order formula (17) would return a negative current. The linearized tail width (15) is 73 meV at 400 K but 828 meV at 700 K, beyond the limit √(2φd) ≈ 0.68 eV set by curvature.

At x = π quadrature gives S = 13.81, and (23) without its O(1/N) remainder gives 13.83. At 900 K, x/sin x is −6.6 while S is 106. Equation (26) places the peak there near 1.07 eV, less than two widths from the Fermi energy, and (27) gives 112, about 5% above the quadrature. At p = 1.5 it gives 7628 against 7580 by quadrature. These high temperatures explore the model and are not conditions of use.

**9. What a real gate changes**

The field of 8 MV/cm is 0.8 of a rough breakdown field of 10 MV/cm, so the example describes a stressed oxide. In a film thin enough that qF times its thickness is below φ, the barrier is a trapezoid and (6) does not apply.

The image force, with a rough optical permittivity of 2.1, lowers the barrier top by 0.74 eV. Integrating the action numerically through the rounded barrier reduces the exponent at the Fermi energy from 36.89 to 34.45 and raises the transmission there 11.5 times (12.4 times if the image in a metal far electrode is included). It leaves d at 64.3 meV, and J(400 K)/J(0) changes from 1.68 to 1.70. Matching waves at the interface, with Airy functions in an oxide without a far electrode and a metal band 8 eV deep, doubles the transmission at the Fermi energy but leaves this ratio at 1.68. Coherent reflection at a metal far electrode would make the transmission oscillate with energy and, in films of 9 to 11 nm with both metal bands 8 eV deep, could shift the ratio by about 10% either way, depending on the thickness (about 5% for bands 5 eV deep, up to 15% for 11 eV). The absolute current is thus far less certain than the thermal factor.

The dispersion in the gap matters more for the pole. Take κ² = (2m/ħ²)Δ(1 − Δ/E_g), with Δ the depth below the conduction edge and E_g = 9 eV, and readjust m to keep the exponent at the Fermi energy. Then d rises to 73.1 meV, the pole moves from 755 to 848 K, and J(400 K)/J(0) falls from 1.68 to about 1.50.

A measured temperature ratio also contains other effects. At fixed field and barrier, the model current rises by a factor 1.27 from 300 to 400 K. If the barrier falls by 0.2 meV/K, a rough assumed value, the resulting 20 meV raises the 400 K current by a further 1.36, more than the factor 1.27 itself. Trapped electrons lower the current. A sheet of 10¹² cm⁻² at mid-oxide, at fixed gate voltage and with static permittivity 3.9, lowers the field at the gate by 0.23 MV/cm and multiplies the 400 K current by 0.32. If this charge is trapped between the two measurements, it lowers the measured ratio by that factor. If it is present at both temperatures, the lower field raises the ratio slightly, from 1.27 to 1.29.

Since d is proportional to F, the pole can also be reached at fixed temperature by lowering the field. At 400 K it lies at 8.0 × 400/755 = 4.24 MV/cm. The full WKB current there is 8×10⁻²³ A/cm², about one electron per square centimetre every half hour. The image force in the gate would raise it about 15 times, and a metal far electrode would bring the factor to about 28. The result, roughly 2×10⁻²¹ A/cm², is still far too small to measure. For this barrier, then, the failure at x = π cannot be seen in gate leakage at 400 K, and any measurable leakage at that field must take a path outside this model.
